\section*{Proton uptake from steam in acceptor-doped perovskite oxides}

\section*{The system}

A perovskite oxide ABO$_3$ has three oxygen sites per formula unit. Some of its B cations are replaced by acceptors, each of charge $-1$ relative to the host ion. Their number $S$ per formula unit is fixed, with $0<S\le1$ because there is one B site per formula unit, and all are ionized. Oxygen vacancies supply the compensating positive charge in the dry crystal. In steam, a water molecule can dissociate at a vacancy: its oxygen fills the vacancy, one proton stays there, and the other moves to a neighbouring oxide ion,
\begin{equation}
\mathrm{H_2O(gas)}+\mathrm V+\mathrm O\;\rightleftharpoons\;2\,\mathrm{OH}.
\label{reaction}
\end{equation}
Charges are counted relative to the perfect host. An ordinary oxide ion O has charge $0$, a hydroxide ion OH on an oxygen site has $+1$, and a vacancy V has $+2$. Both sides of \eqref{reaction} therefore carry charge $+2$. The numbers of O, OH and V per formula unit are $o$, $h$ and $v$; since each OH holds one proton, $h$ is the proton concentration.

Until part (f) the assumptions are these: all oxygen sites are equivalent, defects interact only by excluding one another from a site, holes and electrons are negligible, steam is an ideal gas, and the crystal is in equilibrium with it without decomposing. The steam pressure $p$ is a pure number, the pressure in units of 1 bar.

\section*{(a) What the constraints leave free}

\textit{Express $v$ and $o$ through $h$ and $S$, and find the allowed range of $h$.}

\textbf{Solution.} Every oxygen site is in one of three states, and the crystal is neutral:
\begin{equation}
o+h+v=3,\qquad h+2v=S .
\label{constraints}
\end{equation}
The second relation gives $v$. Inserting it in the first gives
\begin{equation}
v=\frac{S-h}{2},\qquad
o=3-h-\frac{S-h}{2}=\frac{6-S-h}{2}.
\label{vo}
\end{equation}
Since neither $h$ nor $v$ can be negative, $0\le h\le S$. The dry crystal has $h=0$ and $v=S/2$. One absorbed molecule raises the number of OH by two and lowers those of V and O by one each, as \eqref{vo} requires. A single unknown remains, and equilibrium with the steam must fix it.

\section*{(b) The equilibrium condition}

\textit{Count the arrangements of a crystal of $N$ formula units that has absorbed $n_w$ water molecules, and derive the relation between $h$, $v$, $o$ and $p$.}

\textbf{Solution.} Let $n_{\rm O}$, $n_{\rm H}=2n_w$ and $n_{\rm V}$ be the numbers of O, OH and V on the $3N$ sites. They can be arranged in $(3N)!/(n_{\rm O}!\,n_{\rm H}!\,n_{\rm V}!)$ ways.

Let $g$ be the change of the crystal's free energy per absorbed molecule, without this arrangement entropy. The molecule comes from steam of chemical potential $\mu$. At the pressure $P=p\times1$~bar, $(\partial\mu/\partial P)_T$ is the volume per molecule, which is $kT/P$ for an ideal gas. Integrating from 1~bar gives $\mu=\mu^\circ+kT\ln p$. Each absorbed molecule thus contributes the Boltzmann factor
\begin{equation}
e^{-(g-\mu)/kT}=p\,e^{-(g-\mu^\circ)/kT}=Kp\equiv\kappa,
\qquad K=e^{\Delta S/k-\Delta H/kT},
\label{K}
\end{equation}
where $g-\mu^\circ=\Delta H-T\Delta S$ is the standard free energy of hydration per molecule. The statistical weight of $n_w$ absorbed molecules is
\begin{equation}
w(n_w)=\kappa^{n_w}\frac{(3N)!}{n_{\rm O}!\,n_{\rm H}!\,n_{\rm V}!}.
\label{weight}
\end{equation}
One more molecule changes $n_{\rm O}$ and $n_{\rm V}$ by $-1$ and $n_{\rm H}$ by $+2$, so
\begin{equation}
\frac{w(n_w+1)}{w(n_w)}=\kappa\,\frac{n_{\rm O}\,n_{\rm V}}{(n_{\rm H}+1)(n_{\rm H}+2)} .
\end{equation}
This ratio falls as $n_w$ grows, because the numerator shrinks and the denominator grows. The weight therefore has one maximum, where the ratio passes through 1. In a large crystal the terms $+1$ and $+2$ are negligible, and the spread of $n_w$ about the maximum, of order $\sqrt N$ at most, is negligible beside $N$. Dividing by $N^2$ gives the law of mass action,
\begin{equation}
h^2=\kappa\,v\,o .
\label{massaction}
\end{equation}
The square appears because one molecule makes two OH.

\section*{(c) The proton concentration}

\textit{Eliminate $v$ and $o$, solve for $h$, and justify the choice of root.}

\textbf{Solution.} Inserting \eqref{vo} in \eqref{massaction} and multiplying by 4,
\begin{equation}
4h^2=\kappa(S-h)(6-S-h).
\label{product}
\end{equation}
The product on the right is
\begin{equation}
(S-h)(6-S-h)=S(6-S)-Sh-(6-S)h+h^2=S(6-S)-6h+h^2,
\end{equation}
and collecting powers of $h$ yields
\begin{equation}
(\kappa-4)h^2-6\kappa h+\kappa S(6-S)=0 .
\label{quadratic}
\end{equation}

Consider $F(h)=\kappa(S-h)(6-S-h)-4h^2$ for $0\le h\le S$. It starts at $F(0)=\kappa S(6-S)>0$ and ends at $F(S)=-4S^2<0$. Both brackets are non-negative and decreasing there, so $F$ decreases throughout. There is one physical root.

For $\kappa\neq4$ the quadratic formula gives
\begin{align}
h&=\frac{3\kappa\pm R}{\kappa-4},\\
R^2&=9\kappa^2-\kappa(\kappa-4)S(6-S)\notag\\
&=\kappa^2(9-6S+S^2)+4\kappa S(6-S)\notag\\
&=\kappa^2(3-S)^2+4\kappa S(6-S).
\end{align}
With the plus sign, $h$ is negative for $\kappa<4$ and larger than $3\kappa/(\kappa-4)>3>S$ for $\kappa>4$. The minus sign is therefore the physical one. Multiplying numerator and denominator by $3\kappa+R$, and using $9\kappa^2-R^2=\kappa(\kappa-4)S(6-S)$, cancels the factor $\kappa-4$:
\begin{equation}
h=\frac{\kappa S(6-S)}{3\kappa+\sqrt{\kappa^2(3-S)^2+4\kappa S(6-S)}} .
\label{root}
\end{equation}
At $\kappa=4$ the square root equals 12 and \eqref{root} gives $h=S(6-S)/6$, which is also the solution of the then linear equation \eqref{quadratic}.

The mean of $2n_w/N$ was also summed directly with the weights \eqref{weight} for $N=20000$, for $S=0.1$, $0.3$ and $1$ and five values of $\kappa$ from $0.001$ to $50$. The largest difference from \eqref{root} was $7\times10^{-6}$ in $h$.

\section*{(d) Low pressure, high pressure, and between}

\textit{Find the two limits of $h$, the pressure scale that separates them, the logarithmic slope, and the pressure needed for a given filling $f=h/S$. How good is the approximation $o\approx3$?}

\textbf{Solution.} For $\kappa\to0$ the term $4\kappa S(6-S)$ dominates the denominator of \eqref{root}, and
\begin{equation}
h\simeq\tfrac12\sqrt{\kappa S(6-S)} .
\label{low}
\end{equation}
Vacancies are then plentiful and nearly constant in number, and $h$ grows as $\sqrt p$.

For $\kappa\to\infty$ the square root equals $\kappa(3-S)$ to leading order, so $h\to S(6-S)/(6-S)=S$: the proton concentration saturates at the acceptor concentration. To find the approach, set $h\simeq S$ and $o\simeq3-S$ in \eqref{massaction}, which gives $v\simeq S^2/[\kappa(3-S)]$. Since $S-h=2v$,
\begin{equation}
\frac{S-h}{S}\simeq\frac{1}{\kappa}\,\frac{2S}{3-S} .
\label{high}
\end{equation}
High pressure thus means $Kp\gg2S/(3-S)$. The pressure required depends on temperature through $K$ and on the doping. Saturation occurs because reaction \eqref{reaction} consumes vacancies, and the dry crystal has $S/2$ of them. Each takes up one molecule and yields two protons. Further uptake would need another defect, such as extra oxygen or a cation vacancy, to balance the charge; this model contains none.

For the slope, take the logarithm of \eqref{product}:
\begin{equation}
\ln\kappa=\ln4+2\ln h-\ln(S-h)-\ln(6-S-h).
\end{equation}
Differentiating with respect to $\ln h$ at fixed $S$ and $T$, and inverting,
\begin{equation}
s\equiv\frac{d\ln h}{d\ln p}=\left[2+\frac{h}{S-h}+\frac{h}{6-S-h}\right]^{-1}.
\label{slope}
\end{equation}
It is positive, so $h$ rises monotonically, and it falls from $1/2$ to $0$ as the crystal fills. It also converts a small relative error of $\kappa$ into one of $h$.

Setting $h=fS$ in \eqref{product} and cancelling one factor $S$ gives the pressure for a given filling,
\begin{equation}
p_f=\frac{1}{K}\,\frac{4f^2S}{(1-f)(6-S-fS)} .
\label{filling}
\end{equation}

With $o\approx3$, \eqref{massaction} becomes the simpler quadratic
\begin{equation}
h^2+\tfrac32\kappa h-\tfrac32\kappa S=0 .
\label{dilute}
\end{equation}
The true $o$ is smaller than 3 by the fraction $(S+h)/6$. Equation \eqref{dilute} thus acts as if $\kappa$ were too large by about that fraction, and it overestimates $h$ by about $s(S+h)/6$, relative to the full result. It too saturates at $S$.

\section*{(e) A film in the regime of yttrium-doped barium zirconate}

\textit{Take $S=0.10$, $\Delta H=-0.80$~eV and $\Delta S=-0.90$~meV/K per water molecule, and a cubic cell of edge 0.42~nm. Find the proton concentration at 600~$^\circ$C in 0.03~bar of steam, and the pressures needed to approach saturation.}

\textbf{Solution.} At $T=873.15$~K, $kT=0.07524$~eV. The exponent of $K$ is $-10.444+10.632=0.188$, so $K=1.207$ and $\kappa=1.207\times0.03=0.0362$. In \eqref{root} the numerator is $0.03621\times0.10\times5.90=0.02136$, and
\begin{align}
R&=\sqrt{0.03621^2\times2.90^2+4\times0.02136}=0.3106,\\
h&=\frac{0.02136}{0.1086+0.3106}=0.0510 .
\end{align}
About 51\% of the acceptors are compensated by protons, and $v=(0.1000-0.0510)/2=0.0245$. With one formula unit per 0.0741~nm$^3$, the proton density is $6.9\times10^{20}$~cm$^{-3}$, against $1.35\times10^{21}$~cm$^{-3}$ acceptors.

The scale $2S/(3-S)=0.069$ corresponds to 0.057~bar, so the film is in the crossover region. With temperature and doping held fixed:
\begin{center}
\begin{tabular}{rcc}
$p$ (bar) & $h/S$ & slope $s$\\
0.001 & 0.125 & 0.466\\
0.03 & 0.510 & 0.328\\
0.3 & 0.860 & 0.123\\
1 & 0.949 & 0.049\\
10 & 0.994 & 0.006
\end{tabular}
\end{center}
At 0.001~bar, \eqref{low} gives $h=0.01334$, which is 7\% above the full value 0.01247; the square-root law is not yet accurate. At 10~bar, \eqref{high} gives a missing fraction of $0.069/12.07=0.0057$, close to the full 0.0056. Equation \eqref{filling} gives 0.028~bar for half filling, 0.46~bar for 90\% and 5.6~bar for 99\%. The last steps are costly because the missing fraction falls only as $1/p$.

The dilute equation \eqref{dilute} gives $h=0.0514$, too high by 0.8\%. The estimate of part (d) is $0.328\times0.151/6=0.8\%$.

Temperature matters strongly because hydration releases heat. At fixed 0.03~bar, and with $\Delta H$ and $\Delta S$ held constant, $h/S$ is 0.93 at 400~$^\circ$C, 0.51 at 600~$^\circ$C and 0.24 at 800~$^\circ$C.

\section*{(f) What the model neglects}

\textit{Estimate the effects of holes, trapping at acceptors, clamping by a substrate, surface depletion and non-ideal steam for a 100~nm film. Which of them change the plateau?}

\textbf{Solution.} The inputs below are rough values chosen to show sizes. Unless stated otherwise, conditions are those of part (e).

\textit{Holes.} Oxygen gas can fill vacancies and leave two holes for each. With $n$ holes per formula unit, neutrality reads $h+2v=S-n$, so \eqref{root} holds with $S$ replaced by $S-n$. For dilute holes, mass action gives $n^2=e^{-G/kT}\sqrt{p_{\rm O_2}}\,v/o$, where $G$ is the standard oxidation free energy per vacancy. Taking $G=0.80$~eV and $p_{\rm O_2}=0.2$ (in bar) gives $n=3.0\times10^{-4}$ and lowers $h$ by 0.2\%. At fixed oxygen pressure $n$ vanishes as $\sqrt v$ when $\kappa\to\infty$, so the plateau stays at $S$. The approach is slower, however: $n$ falls as $p^{-1/2}$, raises the missing fraction at 100~bar from $5.7\times10^{-4}$ to $6.7\times10^{-4}$, and overtakes the $1/p$ term of \eqref{high} only near 3~kbar, far beyond the range of ideal steam. These figures depend strongly on the assumed $G$: with 0.60~eV, $h$ falls by 0.75\% and the crossover lies near 200~bar.

\textit{Trapping.} Each acceptor has six neighbouring oxygen sites. If none are shared, $6S=0.6$ sites per formula unit are near an acceptor and 2.4 are far. On a far site let O, OH and V have relative probabilities $1:a:b$, with $a^2=\kappa b$ from mass action; on a near site they are $1:ta:ub$. Binding energies of 0.20~eV for a proton and 0.30~eV for a vacancy give $t=e^{0.20/0.07524}=14.3$ and $u=e^{0.30/0.07524}=53.9$. While all sites are mostly O,
\begin{equation}
h\simeq a(2.4+0.6t),\qquad v\simeq b(2.4+0.6u),\qquad o\simeq3,
\end{equation}
so that $h^2/(vo)$ is $\kappa$ times
\begin{equation}
\frac{(2.4+0.6t)^2}{3(2.4+0.6u)} .
\end{equation}
This factor is 13 if protons alone are trapped, 0.09 if vacancies alone are, and 1.2 if both are. The full two-site solution gives $h/S=0.88$, 0.20 and 0.53 respectively, against 0.51 without traps. These values depend on two idealizations. Randomly placed acceptors leave $3S^2=0.03$ sites per formula unit between two acceptors; if the binding energies add there, $h/S=0.90$, 0.15 and 0.47. Independent sites also let one acceptor bind several defects at full energy; allowing at most one gives 0.79, 0.22 and 0.47. Here $K$ is held fixed as the constant of the far sites; a $K$ fitted to measured uptake already contains part of the effect. The plateau does not move: as $\kappa\to\infty$ at given $a$, $b=a^2/\kappa$ vanishes on both kinds of site, and neutrality leaves $h=S$. It can, however, be reached much later: with vacancies alone trapped, $h/S$ is 0.69 at 1~bar and 0.94 at 10~bar.

\textit{Clamping.} Suppose that hydration expands the free lattice by a linear strain $\beta h$, and that the film was attached to a rigid substrate, unstrained, when dry. Its in-plane expansion is then suppressed. With biaxial modulus $M$, the stress along each in-plane axis is $M\beta h$ in magnitude, and the energy density is $2\times\tfrac12M(\beta h)^2$. For cell volume $\Omega$ the crystal stores $NM\Omega\beta^2(n_{\rm H}/N)^2$. One molecule raises $n_{\rm H}$ by two and so costs $4M\Omega\beta^2h$. Hence $\kappa$ is replaced by $\kappa\exp(-4M\Omega\beta^2h/kT)$, with $h$ found self-consistently. For $M=250$~GPa and $\beta=0.02$ the cost is 9.1~meV per molecule, and $h$ falls by 3.9\% to 0.0490. The exponential stays finite at $h=S$, so a large enough $p$ still fills the film. The strain $\beta h$ is only 0.1\%, so the result depends on the assumption of an unstrained dry film. With an in-plane misfit strain $\epsilon_0$ of the dry film, positive in tension, the cost becomes $4M\Omega\beta(\beta h-\epsilon_0)$. The change of $h$ is then $-0.1\%$ and $-7.7\%$ for $\epsilon_0=+0.1\%$ and $-0.1\%$, and $+16\%$ and $-22\%$ for $\epsilon_0=+0.5\%$ and $-0.5\%$. The last two values assume a fully coherent film. The Matthews--Blakeslee critical thickness at 0.5\% misfit is only a few tens of nanometres, so a 100~nm film may relax part of that strain.

\textit{Surface depletion.} If positive charge held at a surface repels protons and vacancies, a layer of width $w$ is left with the acceptor charge density $-eN_{\rm A}$. Integrating the linearly varying field across it gives the potential drop $\phi=eN_{\rm A}w^2/2\varepsilon$, or
\begin{equation}
w=\sqrt{\frac{2\varepsilon\phi}{eN_{\rm A}}} .
\end{equation}
For $\phi=0.30$~V and relative permittivity 60, $w=1.2$~nm. This is about three cells, and the surface field reaches 4 to 5~MV/cm with about a quarter of a charge per surface cell, so the continuum estimate with a constant permittivity is crude. Two such layers take 2.4\% of the film. Since $e\phi/kT$ is only 4, depletion is incomplete, and a Poisson--Boltzmann profile removes 2.1\% of the protons at the plateau. The plateau of the interior stays at $S$. The film average depends on what the surface charge is: a fixed charge other than protons lowers the average plateau by that fraction, whereas if the charge consists of segregated protons, neutrality of the whole film keeps the average at $S$.

\textit{Non-ideal steam.} Pressure should be replaced by fugacity. A van der Waals gas with the critical point of water gives a fugacity coefficient of 0.94 at 100~bar (the second virial coefficient of real steam, about $-35$~cm$^3$/mol, gives 0.95). The missing fraction $1-h/S$ changes from $5.7\times10^{-4}$ to $6.1\times10^{-4}$, which is immaterial, and the plateau itself stays at $S$.

\textit{The real material.} The doping, hydration energies and steam pressure used here are roughly typical of yttrium-doped barium zirconate in proton-conducting cells. Long-range Coulomb interaction between the defects has been left out. At these concentrations the Debye screening length, about 0.34~nm for a relative permittivity of 60 if only protons and vacancies screen (0.27~nm if the acceptors are counted), is shorter than a cell edge. A Debye--H\"uckel estimate is crude in that regime, but with closest approach between 0.21 and 0.42~nm it lowers $h$ at fixed $K$ by 13 to 18\% (15 to 21\% with the acceptors counted, and 21 to 30\% for a relative permittivity of 40 without them); a $K$ fitted to measured uptake contains part of this effect too. Of the effects estimated, trapping of one kind of defect alone moves the half-filled result most. With both kinds trapped, the binding energies chosen here nearly cancel and leave a rise of 3\%, similar in size to the effect of clamping without misfit. The cancellation is fragile: shifting one of the two energies by 0.05~eV gives changes of $h$ between $-25\%$ and $+39\%$, and shared sites or a limit of one defect per acceptor turn the rise into a fall of 7 to 8\%. The plateau is more sensitive to where the dopant sits. Yttrium on a barium site is a donor of charge $+1$, so if a fraction $x$ of the dopant goes there, the net acceptor concentration is $(1-x)S-xS=(1-2x)S$. An assumed $x=0.05$ lowers the plateau by 10\%. The high-pressure limit also presumes that the oxide survives: if steam converts it to barium hydroxide, equation \eqref{quadratic} no longer describes the sample. In an amorphous oxide, acceptor charge and oxygen sites are less sharply defined, and a single $K$ would have to give way to a distribution.

\section*{Computed values}
\begin{verbatim}
acceptors S = 0.10 per formula unit
dH = -0.80 eV, dS = -0.90 meV/K per H2O
T = 873.15 K, kT = 0.07524 eV, steam p = 0.03 bar
K = 1.2071, kappa = 0.03621 (no unit)
protons h = 0.05096 per formula unit, h/S = 0.5096
vacancies v = 0.02452, oxygen o = 2.92452 per formula unit
cell edge = 0.42 nm, volume = 0.07409 nm3
acceptor density = 1.350e+21 cm^-3
proton density = 6.878e+20 cm^-3
saturation scale 2S/(3-S) = 0.06897 (no unit)
same scale as pressure = 0.0571 bar
dilute formula h = 0.05139, error = 0.84 %
pressure series at 600 C: p (bar), kappa, h, h/S, log slope
    0.001    0.00121 0.01247 0.1247 0.4663
    0.030    0.03621 0.05096 0.5096 0.3281
    0.300    0.36214 0.08596 0.8596 0.1229
    1.000    1.20715 0.09486 0.9486 0.0488
   10.000   12.07146 0.09944 0.9944 0.0056
  100.000  120.71456 0.09994 0.9994 0.0006
pressure for h/S = 0.50: 0.0283 bar
pressure for h/S = 0.90: 0.4620 bar
pressure for h/S = 0.99: 5.5985 bar
400 C, 0.03 bar: K = 28.42, h/S = 0.9301
600 C, 0.03 bar: K = 1.207, h/S = 0.5096
800 C, 0.03 bar: K = 0.1664, h/S = 0.2366
largest finite-crystal difference in h = 7.1e-06
finite crystal size = 20000 formula units
holes: oxidation energy 0.80 eV, O2 0.2 bar
  holes = 3.00e-04 per f.u., h change = -0.20 %
traps: proton 0.20 eV, vacancy 0.30 eV
  neighbour sites = 0.60 per formula unit
  both trapped: h/S = 0.5261
  protons only: h/S = 0.8760
  vacancies only: h/S = 0.1967
clamping: M = 250 GPa, strain per h = 0.02
  energy per H2O = 9.06 meV
  clamped h = 0.04896, change = -3.92 %
depletion: 0.30 V, relative permittivity 60
  width = 1.214 nm; film = 100 nm
  two layers take 2.43 % of the film
steam at 100 bar: fugacity coefficient = 0.9378
  1-h/S ideal = 5.707e-04, non-ideal = 6.084e-04
\end{verbatim}
